Does the kinetic-energy gradient expansion converge for an atom?

**Question**

I am testing the gradient expansion of the non-interacting kinetic energy, T = T0 + T2 + T4 + …, on a helium density made from one doubly occupied exponential orbital. The fourth-order term contains squared Laplacians, and the Laplacian is infinite at the nucleus, yet I find a finite value: T0 = 71.13 eV, T2 = 8.61 eV, T4 = 2.43 eV. The terms shrink by a factor of three or more each time. May I conclude that the series converges for atoms, and that T6 would be a further small correction?

**Answer**

No. T4 is finite, but T6 has no finite value for a density with a nuclear cusp or an exponential tail. To see this one needs the sixth-order term itself, and some care about what a divergent integral means here.

**Conventions**

I use atomic units, unpolarized electrons, k = (3π²n)^(1/3) and c = 1/(√2π²). For electrons in a potential V with chemical potential μ, put u = μ − V and let P[u] be twice the sum of μ − ε over occupied orbitals. Then n = δP/δu and

T[n] = ∫un − P[u], stationary in u at fixed n.

P follows from the heat trace, whose gradient expansion in d dimensions is

Tr e^(−tH) = (2πt)^(−d/2) ∫ e^(−tV) [1 + Σ h tᵐ D],

with D a product of derivatives of V and h a number. Since P = (2/2πi)∫dt t⁻² Tr e^(−t(H−μ)), and the inverse Laplace transform of t^(−a) is u^(a−1)/Γ(a), each term gives in three dimensions

c√π h u^(5/2−m) D/Γ(7/2−m).  (1)

This holds for smooth V and u > 0, and drops oscillations due to the sharp Fermi edge. The resulting functional of n is then applied to the whole atom, as the expansion prescribes. The leading term is P0 = (8/15)c∫u^(5/2), so n = (4/3)cu^(3/2), which means u = k²/2 at leading order, and P0'' = 2c√u.

**Heat trace to fourth order**

A term with 2j derivatives and p factors V carries t^(p+j), by dimensions. Integration by parts leaves

h₂ t³(∇V)², and t⁴a(∇²V)² + t⁵b ∇²V(∇V)² + t⁶e(∇V)⁴.

The constants do not depend on d, because a V that ignores some coordinates gives free factors for them.

For weak V, second-order perturbation theory and a Gaussian momentum integral give, per |V_q|²,

(t²/2)∫₀¹dx exp[−tx(1−x)q²/2] = (t²/2)[1 − tq²/12 + t²q⁴/240 − t³q⁶/6720 + …],

since the averages of x(1−x), its square and its cube are 1/6, 1/30 and 1/140. Hence h₂ = −1/24 and a = 1/480. The last term will serve at sixth order.

For the oscillator V = ω²r²/2 let s = tω. With the weight e^(−tV), √t ωr is a unit normal vector, so the fourth-order average is s⁴[ad² + bd² + ed(d+2)]. The exact ratio to the classical trace is

[(s/2)/sinh(s/2)]^d = exp[−d(s²/24 − s⁴/2880 + …)],

whose s⁴ term is d²/1152 + d/2880. Thus 2e = 1/2880 and a+b+e = 1/1152, giving e = 1/5760, b = −1/720.

**T2 and T4**

Equation (1), with ∇V = −∇u, gives

P2 = −(c/24)∫u^(−1/2)(∇u)²,
P4 = c∫[−(∇²u)²/(960u^(3/2)) + ∇²u(∇u)²/(960u^(5/2)) − (∇u)⁴/(3072u^(7/2))].

Write g = |∇n|/n and l = ∇²n/n. From u ∝ n^(2/3),

|∇u| = (2/3)ug, ∇²u = u[(2/3)l − (2/9)g²].

T2 = −P2 is then (c/54)∫u^(3/2)g² = ∫|∇n|²/(72n).

At the next order u shifts by η = −(δP2/δu)/P0'', where

δP2/δu = c[∇²u/(12u^(1/2)) − (∇u)²/(48u^(3/2))].

Stationarity gives T4 = −P4 + ½∫(δP2/δu)²/P0''. Adding the coefficients,

T4 = c∫[(∇²u)²/(360u^(3/2)) − 11∇²u(∇u)²/(5760u^(5/2)) + (∇u)⁴/(2304u^(7/2))].

Inserting the expressions for ∇u and ∇²u, the coefficients of l², lg² and g⁴ become 1/810, −1/720 and 1/2430 times cu^(1/2), or

T4 = [540(3π²)^(2/3)]⁻¹∫n^(1/3)[l² − (9/8)lg² + g⁴/3].

For n = n0e^(−κr) we have g = κ and l = κ² − 2κ/r. The bracket is

5κ⁴/24 − 7κ³/(4r) + 4κ²/r².

The factor r² in the volume element removes the worst singularity, and n^(1/3) still decays. Using ∫r²e^(−κr/3)dr = 54/κ³, with 9/κ² and 3/κ for the two lower powers, the radial integral is κ(45/4 − 63/4 + 12) = 15κ/2, and

T4 = 30πκn0^(1/3)/[540(3π²)^(2/3)].

For your density κ = 6.378 Å⁻¹ and n0 = 20.64 Å⁻³. The unit ħ²/m follows from the kinetic energy of the two electrons, 2 × ħ²ζ²/(2m) = ħ²ζ²/m = 77.489 eV, with ζ = 3.1889 Å⁻¹: it is 7.620 eV Å². The result is 0.3191 × 7.620 = 2.43 eV, as you found.

**Sixth order, variation along one axis**

The tail needs only a density varying along x. By parts, the heat-trace terms reduce to

At⁵V'''² + Bt⁶V''³ + Ct⁷V''²V'² + Dt⁹V'⁶.

The weak-potential result gives A = −1/13440. Three solvable potentials give the rest.

Oscillator: V''' = 0 and the normal averages are 1, 1, 15, so B + C + 15D equals the s⁶ coefficient of (s/2)/sinh(s/2), which is −31/967680.

Exponential wall, V = eˣ: the four terms integrate to t³(A + 2B + 6C + 120D). The exact waves K_(2ik)(2√2e^(x/2)) have a phase containing arg Γ(2ik), which changes the density of states by (1/π)d arg Γ(2ik)/dk. Stirling's series supplies −1/(40320k⁵) in arg Γ, hence 1/(8064πk⁶) in the density of states. Its half-integer power of t follows from the continued integral ∫₀^∞e^(−tk²/2)k⁻⁶dk = ½(t/2)^(5/2)Γ(−5/2), with Γ(−5/2) = −8√π/15. The small-k region gives other powers. Hence A + 2B + 6C + 120D = −1/120960.

Inverse square, V = g₀/x² on x > 0: with ν = √(2g₀+1/4) and z = x²/t, the trace minus its free value is

½∫₀^∞dz e^(−z)[I_ν(z) − I_(1/2)(z)] = −½(ν−½).

The g₀^(−5/2) part of −ν/2 is −½√(2g₀)/(8192g₀³). On the other side put y = tg₀/x²; the terms become 576Ay⁵, 216By⁶, 144Cy⁷, 64Dy⁹ over g₀³, integrated with y^(−3/2)e^(−y). So

576AΓ(9/2) + 216BΓ(11/2) + 144CΓ(13/2) + 64DΓ(17/2) = −√π/4096.

Multiply all constants by 967680 and mark them with a bar, so Ā = −72. The three conditions are

B̄ + C̄ + 15D̄ = −31,
B̄ + 3C̄ + 60D̄ = 32,
B̄ + (11/3)C̄ + (715/9)D̄ = 1151/27.

Differences give 2C̄ + 45D̄ = 63 and 2C̄ + (175/3)D̄ = 287/9, so D̄ = −7/3, C̄ = 84, B̄ = −80. That is, B = −1/12096, C = 1/11520, D = −1/414720.

**From P6 to T6**

Define X1 = u'''²u^(−5/2), X2 = u''³u^(−7/2), X3 = u''²u'²u^(−9/2), X4 = u'⁶u^(−13/2). Under the integral,

u''u'⁴u^(−11/2) → (11/10)X4,
u'u''u'''u^(−7/2) → −½X2 + (7/4)X3,
u'³u'''u^(−9/2) → −3X3 + (99/20)X4.

The shift is η = −u''/(24u) + u'²/(96u²), with η' = −u'''/(24u) + u'u''/(16u²) − u'³/(48u³). The remaining error in u is of fourth order, and stationarity makes its effect on T eighth order. Therefore

T6 = −[P6 + P4'η + ½ηP2''η + (c/6)∫η³u^(−1/2)].

The four pieces, in units of c and under the integral, are as follows.

(i) Equation (1) gives P6: −X1/17920 − 5X2/32256 + 7X3/12288 − 77X4/196608.

(ii) Along one axis P4 has density −u''²/(960u^(3/2)) + 5u'⁴/(9216u^(7/2)). Its first variation, after one integration by parts, is

(1/480)(u'''u^(−3/2) − (3/2)u'u''u^(−5/2))η' + (1/640)u''²u^(−5/2)η + (5/2304)u'³u^(−7/2)η' − (35/18432)u'⁴u^(−9/2)η.

The four products multiplying these numbers reduce to −X1/24 − X2/16 + 3X3/16 − 11X4/160; −X2/24 + X3/96; X3/8 − 19X4/120; and −17X4/480. The sum is −X1/11520 − X2/5120 + 25X3/36864 − 6187X4/14745600.

(iii) The second variation of P2, with ηη' = ½(η²)' integrated by parts, is

−(1/24)[η'²u^(−1/2) + (½u''u^(−3/2) − (3/8)u'²u^(−5/2))η²].

The two terms in the bracket are X1/576 + X2/384 − X3/96 + 71X4/11520 and X2/1152 − 5X3/4608 + 139X4/368640. The piece is −X1/13824 − X2/6912 + 53X3/110592 − 2411X4/8847360.

(iv) The cubic piece is −X2/82944 + X3/110592 − 61X4/26542080.

Adding them and reversing the sign,

T6/area = c∫dx[13X1/60480 + 23X2/45360 − X3/576 + 563X4/518400].  (2)

For a slowly varying density it works. For an electron gas in a weak cosine potential, diagonalized numerically, the remainder T − T0 − T2 − T4 divided by (2) is 1.019 and 1.011 at two wave numbers, and extrapolates to 0.9997 at long wavelength. This tests one combination of the four coefficients. The program also checks the heat-trace constants against the WKB recursion, and (2) against finite-difference variations of P2 and P4 for two periodic profiles. The failure in atoms is therefore not a wrong coefficient.

**What "diverges" must mean**

Adding a total derivative to the integrand changes nothing for a smooth periodic density, but it can change an integral cut off at a small or large radius. For a pure exponential, (u'⁵u^(−11/2))' is proportional to n^(−1/3), just like the T6 integrand, so even the coefficient of a cut-off tail integral depends on the form chosen. I therefore make the density regular first, when all forms agree, and remove the regularization afterwards.

**The nucleus**

Round the cusp: n = n0e^(−κs), s = √(r²+b²). For s small, the j-th derivative of n is of order s^(1−j). A sixth-order term with p differentiated factors n scales as s^(p−6), with volume s²ds. Hence p = 2 can give 1/b, p = 3 at most ln b, and larger p is finite.

The p = 2 part in three dimensions can be written K∫n^(−7/3)|∇∇²n|², up to terms with larger p. Its constant follows from (2), because the quadratic response of a uniform gas depends only on |q|. With u' ≈ (2/3)un'/n and c/√u = 3/[(3π²)^(4/3)n^(1/3)],

K = 3(4/9)(13/60480)/(3π²)^(4/3) = 13/[45360(3π²)^(4/3)].

Near the nucleus ∇²n ≈ −κn0(2/s + b²/s³), whose radial derivative is κn0r(2/s³ + 3b²/s⁵). Put r = bx:

∫|∇∇²n|² ≈ (4πκ²n0²/b)∫₀^∞x⁴[4/(1+x²)³ + 12/(1+x²)⁴ + 9/(1+x²)⁵]dx.

The integrals without their prefactors are 3π/16, π/32 and 3π/256. The total is 315π/256, so, with the tail kept regular as in the next section,

T6 ≈ Kκ²n0^(−1/3)·315π²/(64b), b → 0.  (3)

The coefficient is positive, and no other term can cancel it. For your helium density, K = 3.129×10⁻⁶, κ² = 40.68 Å⁻², n0^(−1/3) = 0.3645 Å and 315π²/64 = 48.58. Their product times 7.620 eV Å² is 0.01717 eV Å. Thus (3) gives 17.2 eV at b = 10⁻³ Å and 172 eV at 10⁻⁴ Å, already more than the whole kinetic energy. A nucleus of finite size rounds the cusp, but at its rough scale, 10⁻⁵ Å, (3) gives about 1.7 keV. The coefficient of 1/b depends on the shape of the rounding, so only the order of magnitude carries over to a real nucleus. A uniform or Gaussian helium nucleus of rms radius 1.68 fm gives 1.0 to 1.4 keV, depending on whether the model cusp or the true one is used. This nuclear part is then finite but no small correction, and the tail, treated next, still diverges.

**The tail**

Keep the nucleus rounded and add a uniform background n_b. First take a planar tail, n = n_b + e^(−κx), and choose x = 0 where the two parts are equal after rescaling. With y = κx and n = n_b(1+e^(−y)), let U = (1+e^(−y))^(2/3) and w = e^(−y)/(1+e^(−y)). Since dw/dy = −w(1−w),

U' = −(2/3)wU,
U'' = (2w/3 − 2w²/9)U,
U''' = −(2/3)(w − w² + 4w³/9)U.

Put these in (2). The common factor is U^(−1/2) = (1−w)^(1/3), and dy becomes dw/[w(1−w)]. With k_b = (3π²n_b)^(1/3),

T6/area = κ⁵J/(π²k_b),
J = (1/1224720)∫₀¹dw (1−w)^(−2/3)[117w − 50w² − 383w³ + (712/3)w⁴ + (432/5)w⁵].

The five beta integrals are 9/4, 27/14, 243/140, 729/455 and 2187/1456, so

J = (263.250 − 96.429 − 664.779 + 380.255 + 129.778)/1224720 = 9.86×10⁻⁶.

J is small because large terms nearly cancel, but it is not zero. Its value belongs to this way of joining the tail to the background, just as the coefficient of 1/b belongs to the way the cusp is rounded; the power of n_b follows from scaling alone. The energy grows as n_b^(−1/3). With the helium κ it is 0.26 eV/Å² at n_b = 10⁻³ Å⁻³, 2.6 at 10⁻⁶ and 26 at 10⁻⁹: ten times more for each thousandfold drop in background.

In an atom the same layer sits at the radius R where the atomic density equals n_b. Its area is 4πR², while curvature and any power of r multiplying the exponential change the integrand by relative order 1/(κR). Hence

T6 ≈ 4πR²κ⁵J/(π²k_b), n_b → 0,

which diverges even with the nucleus smoothed. This is an asymptotic law. Since J is a small remainder of cancelling terms, curvature corrections may be large at moderate R, and I would not use it to estimate an atomic T6 there. The shell-to-plane ratio printed by the program refers only to the single term n^(−7/3)|∇∇²n|². It illustrates the 1/(κR) scaling, not the size of the curvature correction to T6.

The physical reason is that the expansion requires the density to change little over a distance 1/k. In the tail g tends to κ while k tends to zero, so g/k grows without limit. At the nucleus g is finite, but the higher derivatives are not. T4 survives because its remaining powers of n and r are sufficient, not because the expansion parameter is small.

**Reading your numbers**

The orbital kinetic energy is 77.49 eV. T0 + T2 is 79.74 eV, too high by 2.9%; adding T4 gives 82.17 eV, too high by 6.0%. The terms do shrink, but the last one moves the sum away from its target. For ten non-interacting electrons filling two shells around charge 10, the exact value is 5442.3 eV. The error is +0.4% through T2 and +1.5% through T4. These two cases do not establish a rule for all atoms, but they show that a finite, smaller term need not be an improvement.

Your helium density comes from a single variational exponent, without correlation or further orbital relaxation, and its cusp is not the true one. That changes κ and n0 in (3), not the 1/b law. The shift is sizeable: the Hartree–Fock density has kinetic energy 77.87 eV, T0 = 69.68 eV, T2 = 8.65 eV and T4 ≈ 2.3 eV, so the errors become +0.6% through T2 and +3.6% through T4, and the prefactor of (3) rises from 0.0172 to 0.0230 eV Å. T4 again moves the sum away from its target. The divergence belongs to the gradient expansion: the exact kinetic energy of the same orbital is finite. T0 + T2 or T0 + T2 + T4 can be used as an approximation and judged by its error, but T6 cannot be added as the next correction for an atom. The numerical output below gives the values and checks used here.

Calculated quantities

```
Helium, one variational exponential orbital
orbital exponent zeta = 3.18891 1/angstrom
density decay kappa = 6.37783 1/angstrom
density at nucleus = 20.6447 1/angstrom^3
He orbital kinetic energy = 77.4887 eV = 2.84766 hartree
He T0 = 71.1286 eV = 2.61393 hartree
He T2 = 8.6099 eV = 0.31641 hartree
He T4 = 2.4312 eV = 0.08935 hartree
He T0+T2 = 79.7384 eV = 2.93033 hartree
He T0+T2+T4 = 82.1696 eV = 3.01968 hartree
Ten non-interacting electrons, nuclear charge 10
model exact kinetic energy = 5442.277 eV
model T0 = 5139.009 eV
model T2 = 322.913 eV
model T4 = 62.084 eV
model T0+T2 = 5461.922 eV
model T0+T2+T4 = 5524.006 eV
Leading nuclear part of T6 for helium, cusp rounded over b
b = 1e-02 angstrom: 1.7173 eV
b = 1e-03 angstrom: 17.173 eV
b = 1e-04 angstrom: 171.73 eV
b = 1e-05 angstrom: 1717.3 eV
cusp integral / 1/b law at b = 5.292e-06 angstrom: 1.000881
cusp integral / 1/b law at b = 5.292e-07 angstrom: 1.000107
tail constant J = 9.860069e-06 (direct quadrature 9.860069e-06)
Planar tail T6 per area, helium kappa, background nb
nb = 1e-03 1/angstrom^3: 0.25967 eV/angstrom^2
nb = 1e-06 1/angstrom^3: 2.5967 eV/angstrom^2
nb = 1e-09 1/angstrom^3: 25.967 eV/angstrom^2
shell/plane - 1 at kappa*R = 200, 400: -0.05461, -0.02754
Cosine gas: mu = 27.2114 eV, amplitude = 5.4423 eV
q = 0.68030 1/angstrom: exact T = 10.91873936 eV/angstrom^3
  T - T0 - T2 - T4 = 1.51927e-07 eV/angstrom^3
  T6 formula = 1.49042e-07 eV/angstrom^3, ratio = 1.01935
q = 0.51023 1/angstrom: exact T = 10.91904967 eV/angstrom^3
  T - T0 - T2 - T4 = 2.70316e-08 eV/angstrom^3
  T6 formula = 2.67435e-08 eV/angstrom^3, ratio = 1.01077
ratio extrapolated to q = 0: 0.99974
quartic-well fourth-order ratios: 0.97528, 0.99105
```
